# Steady diffusion through a bilayer: thickness over diffusivity times solubility: a program that tests the result

```python
# Result under test: steady flux of a dilute species through two layers,
#   J = (a_left - a_right) / (R1 + R2),   R = d / (D S)
# d thickness (cm), D diffusivity (cm2/s), S solubility (cm^-3) in equilibrium
# with bulk copper, a = exp((mu - mu_Cu)/kT) activity, J flux (cm^-2 s^-1).
# The reference calculation is a chain of hopping sites obeying detailed
# balance; continuity of the chemical potential is not imposed on it.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp
from scipy.linalg import solve_banded, eigh
from scipy.optimize import brentq

NM = 1e-7                                   # cm
KB = const.k / const.e                      # eV/K


def resistance(layer):
    d, D, S = layer
    return d / (D * S)


def steady_flux(layers, a_left=1.0, a_right=0.0):
    return (a_left - a_right) / sum(resistance(q) for q in layers)


def time_lag(layers):
    total = sum(resistance(q) for q in layers)
    load = 0.0
    for q in layers:
        share = resistance(q) / total
        load += q[2] * q[0] * (share / 2 - share**2 / 3)
    return total * load


def hopping_chain(layers, a_left=1.0, a_right=0.0, extra=0.0, cell=0.02 * NM):
    """Steady master equation; energies in kT, attempt rate 1/s.
    extra raises the saddle of the single bond that joins the layers."""
    counts = [int(round(q[0] / cell)) for q in layers]
    site_values = [-np.log(q[2] * cell**3) for q in layers]
    saddle_values = [e - np.log(q[1] / cell**2)
                     for e, q in zip(site_values, layers)]
    site = np.repeat(site_values, counts)
    saddle = np.concatenate([
        np.full(counts[0] - 1, saddle_values[0]),
        [max(saddle_values) + extra],
        np.full(counts[1] - 1, saddle_values[1])])
    right = np.exp(site[:-1] - saddle)      # rate from site i to i+1
    left = np.exp(site[1:] - saddle)        # rate from site i+1 to i
    p = np.zeros(len(site))
    p[0] = a_left * np.exp(-site[0])
    p[-1] = a_right * np.exp(-site[-1])
    band = np.zeros((3, len(site) - 2))
    band[0, 1:] = left[1:-1]
    band[1] = -(left[:-1] + right[1:])
    band[2, :-1] = right[1:-1]
    rhs = np.zeros(len(site) - 2)
    rhs[0] -= right[0] * p[0]
    rhs[-1] -= left[-1] * p[-1]
    p[1:-1] = solve_banded((1, 1), band, rhs)
    flux = (right[-1] * p[-2] - left[-1] * p[-1]) / cell**2
    n = counts[0]
    return flux, p[n - 1] / cell**3, p[n] / cell**3


def transient(layers, times, n=120):
    """Finite volumes, initially empty, a = 1 left and 0 right.
    Returns outgoing flux / steady flux, and passed amount / steady flux."""
    h = np.repeat([q[0] / n for q in layers], n)
    S = np.repeat([q[2] for q in layers], n)
    perm = np.repeat([q[1] * q[2] for q in layers], n)
    half = h / (2 * perm)
    g = 1 / np.concatenate([[half[0]], half[:-1] + half[1:], [half[-1]]])
    K = np.diag(g[:-1] + g[1:]) - np.diag(g[1:-1], 1) - np.diag(g[1:-1], -1)
    source = np.zeros(2 * n)
    source[0] = g[0]
    steady = np.linalg.solve(K, source)
    root = np.sqrt(S * h)
    w, V = eigh(K / np.outer(root, root))
    weight = V[-1] / root[-1] * (V.T @ (root * steady)) / steady[-1]
    ratio = np.array([1 - weight @ np.exp(-w * t) for t in times])
    passed = np.array([t + weight @ (np.expm1(-w * t) / w) for t in times])
    return ratio, passed


def drift_factor(u):
    return u / -np.expm1(-u) if u > 0 else 1.0


def ion_flux(charge, drop, ratio):
    """Drift, diffusion and Poisson equation in the dielectric (scaled), with
    a neutral barrier of relative resistance ratio in series."""
    x = np.linspace(0, 1, 101)
    y = np.vstack([0 * x, 0 * x, 1 - x])    # potential, slope, concentration
    j = np.array([1 / (1 + ratio)])
    for s in np.linspace(0.1, 1, 10):
        y[0] -= 0.1 * drop * x
        y[1] -= 0.1 * drop

        def slope(x, y, j):
            return np.vstack([y[1], -s * charge * y[2], -y[2] * y[1] - j[0]])

        def ends(ya, yb, j):
            return np.array([ya[0], yb[0] + s * drop,
                             ya[2] - 1 + ratio * j[0], yb[2]])

        sol = solve_bvp(slope, ends, x, y, p=j, tol=1e-5, max_nodes=20000)
        assert sol.success, sol.message
        x, y, j = sol.x, sol.y.copy(), sol.p
    return j[0]


# Rough illustrative parameters: copper / TaN-type barrier / SiCOH-type film
T = 673.0
kT = KB * T
barrier = (3 * NM, 1e-17, 1e20)
film = (100 * NM, 1e-14, 1e16)
stack = [barrier, film]
R1, R2 = resistance(barrier), resistance(film)
R = R1 + R2
J = steady_flux(stack)
a_mid = 1 - J * R1
tight = (barrier[0], barrier[1], 1e14)      # same D, lower solubility
J_tight = steady_flux([tight, film])
S_cross = barrier[0] * film[1] * film[2] / (film[0] * barrier[1])
slow1, slow2 = barrier[0] / barrier[1], film[0] / film[1]
J_false = barrier[2] / (slow1 + slow2)      # continuous concentration

# Flux, interface concentrations, layer order, downstream activity
J_chain, c_barrier, c_film = hopping_chain(stack)
assert abs(J_chain / J - 1) < 1e-3
assert abs((c_film / c_barrier) / (film[2] / barrier[2]) - 1) < 1e-3
assert abs(c_barrier / (barrier[2] * a_mid) - 1) < 1e-3
assert J_false / J_chain > 100
J_swapped = hopping_chain(stack[::-1])[0]
assert abs(J_swapped / J - 1) < 1e-3
J_back = hopping_chain(stack, 1.0, 0.4)[0]
assert abs(J_back / steady_flux(stack, 1.0, 0.4) - 1) < 1e-3
J_tight_chain = hopping_chain([tight, film])[0]
assert abs(J_tight_chain / J_tight - 1) < 1e-3
crossing = (barrier[0], barrier[1], S_cross)
J_crossing = hopping_chain([crossing, film])[0]
assert abs(J_crossing * R2 - 0.5) < 1e-3

# Equal solubilities: diffusivities alone suffice for given concentrations
equal = (film[0], film[1], barrier[2])
J_equal = hopping_chain([barrier, equal])[0]
assert abs(J_equal / J_false - 1) < 1e-3

# Deeper sites at fixed saddles: same steady flux, different time lag
depth = 0.2
shift = np.exp(depth / kT)
deep = (barrier[0], barrier[1] / shift, barrier[2] * shift)
J_deep = hopping_chain([deep, film])[0]
assert abs(J_deep / J_chain - 1) < 1e-3

# A slow interface adds a resistance and breaks activity continuity
extra = 8.0
R_slow = 0.02 * NM / (film[1] * film[2]) * np.exp(extra)
J_slow, c1_slow, c2_slow = hopping_chain(stack, extra=extra)
jump = c1_slow / barrier[2] - c2_slow / film[2]
assert abs(J_slow * (R + R_slow) - 1) < 1e-3
assert abs(jump / (R_slow / (R + R_slow)) - 1) < 1e-3

# Time lag from the full time-dependent solution
lag = time_lag(stack)
for case in (stack, stack[::-1], [tight, film], [deep, film]):
    expected = time_lag(case)
    t_late = 40 * expected
    late_ratio, late_passed = transient(case, [t_late])
    assert abs(late_ratio[0] - 1) < 1e-4
    assert abs((t_late - late_passed[0]) / expected - 1) < 2e-3
anneal = 3600.0
ratio_hour, passed_hour = transient(stack, [anneal])

# Site exclusion in the barrier, with a rough density of available sites
sites = 5e22
K_site = barrier[2] / sites


def filling(a):
    return K_site * a / (1 + K_site * a)


def mismatch(a):
    inflow = barrier[1] * sites * (filling(1.0) - filling(a)) / barrier[0]
    return inflow * R2 - a


a_excl = brentq(mismatch, 0.0, 1.0, xtol=1e-15)
change_excl = a_excl / R2 / J - 1

# Interface exchange with one atomic hop, and the energy for 10 % of R2
hop = 0.3 * NM
hop_share = hop / film[0]
E_interface = kT * np.log(0.1 / hop_share)

# Ionized copper in the film
eps_r = 2.7
eps = eps_r * const.epsilon_0 / 100         # F/cm
charge = const.e * film[2] * film[0]**2 / (eps * kT)
ratio_R = R1 / R2
biases = [0.0, 0.3, 5.0]
plain, full = [], []
for V in biases:
    u = V / kT
    formula = 1 / (ratio_R + 1 / drift_factor(u))
    numeric = ion_flux(0.0, u, ratio_R)
    assert abs(numeric / formula - 1) < 2e-3
    plain.append(formula * (1 + ratio_R))
    full.append(ion_flux(charge, u, ratio_R) * (1 + ratio_R))

# Temperature of use with rough activation energies (diffusion, solution), eV
T_use = 378.0
energies = [(2.0, 0.3), (1.2, 0.8)]
inverse = (1 / T_use - 1 / T) / KB
cool = [(q[0], q[1] * np.exp(-E[0] * inverse), q[2] * np.exp(-E[1] * inverse))
        for q, E in zip(stack, energies)]
J_cool = steady_flux(cool)
year = const.year

print(f"anneal temperature = {T:.0f} K, kT = {kT:.5f} eV")
for name, q in (("barrier", barrier), ("film", film)):
    print(f"{name}: d = {q[0]/NM:.0f} nm, D = {q[1]:.1e} cm2/s")
    print(f"{name}: S = {q[2]:.1e} cm^-3, D*S = {q[1]*q[2]:.3e} cm^-1 s^-1")
print(f"R1 = {R1:.4e}, R2 = {R2:.4e}, sum = {R:.4e} cm2 s")
print(f"barrier share of true resistance = {100*R1/R:.3f} %")
print(f"d/D: barrier {slow1:.3e}, film {slow2:.3e} s/cm")
print(f"barrier share by d/D alone = {100*slow1/(slow1+slow2):.2f} %")
print(f"steady flux, formula = {J:.5e} cm^-2 s^-1")
print(f"steady flux, hopping chain = {J_chain:.5e} cm^-2 s^-1")
print(f"flux with layers exchanged, chain = {J_swapped:.5e} cm^-2 s^-1")
print(f"flux if concentration were continuous = {J_false:.3e} cm^-2 s^-1")
print(f"false flux / true flux = {J_false/J:.1f}")
print(f"interface activity = {a_mid:.5f}")
print(f"interface mu - mu_Cu = {1000*kT*np.log(a_mid):.3f} meV")
print(f"interface c: barrier {barrier[2]*a_mid:.4e} cm^-3")
print(f"interface c: film {film[2]*a_mid:.4e} cm^-3")
print(f"barrier S for equal resistances = {S_cross:.2e} cm^-3")
print(f"low-solubility barrier: S = {tight[2]:.1e} cm^-3, same D")
print(f"its R1 = {resistance(tight):.3e} cm2 s")
print(f"its flux = {J_tight:.4e} cm^-2 s^-1")
print(f"flux reduction factor = {J/J_tight:.0f}")
print(f"its time lag = {time_lag([tight, film]):.0f} s")
print(f"time lag of example = {lag:.0f} s = {lag/3600:.2f} h")
print(f"barrier sites {depth:.1f} eV deeper: flux ratio {J_deep/J_chain:.4f}")
print(f"same change: time-lag ratio = {time_lag([deep, film])/lag:.2f}")
print(f"flux after {anneal:.0f} s / steady flux = {ratio_hour[0]:.3f}")
print(f"copper passed in {anneal:.0f} s = {J*passed_hour[0]:.3e} cm^-2")
print(f"steady flux times {anneal:.0f} s = {J*anneal:.3e} cm^-2")
print(f"barrier site density = {sites:.1e} cm^-3")
print(f"barrier site filling = {100*filling(1.0):.3f} %")
print(f"flux change by site exclusion = {100*change_excl:.1e} %")
print(f"flux gain if barrier is removed = {100*(R/R2-1):.3f} %")
print(f"interface hop of {hop/NM:.1f} nm: {100*hop_share:.2f} % of R2")
print(f"extra interface energy for 10 % of R2 = {E_interface:.3f} eV")
print(f"film relative permittivity = {eps_r:.1f}")
print(f"ion space-charge parameter = {charge:.2f} (no unit)")
for V, f0, f1 in zip(biases, plain, full):
    field = V / film[0] / 1e6
    print(f"ions, {V:.1f} V ({field:.2f} MV/cm): flux / neutral flux")
    print(f"  no space charge {f0:.3f}, with space charge {f1:.3f}")
for name, E in zip(("barrier", "film"), energies):
    print(f"{name} energies: diffusion {E[0]:.1f}, solution {E[1]:.1f} eV")
print(f"at {T_use:.0f} K: steady flux = {J_cool:.2e} cm^-2 s^-1")
print(f"at {T_use:.0f} K: barrier share = {100*resistance(cool[0])*J_cool:.1f} %")
print(f"at {T_use:.0f} K: time lag = {time_lag(cool)/year:.1e} years")
print("all tests passed")
```

Output:

```
anneal temperature = 673 K, kT = 0.05799 eV
barrier: d = 3 nm, D = 1.0e-17 cm2/s
barrier: S = 1.0e+20 cm^-3, D*S = 1.000e+03 cm^-1 s^-1
film: d = 100 nm, D = 1.0e-14 cm2/s
film: S = 1.0e+16 cm^-3, D*S = 1.000e+02 cm^-1 s^-1
R1 = 3.0000e-10, R2 = 1.0000e-07, sum = 1.0030e-07 cm2 s
barrier share of true resistance = 0.299 %
d/D: barrier 3.000e+10, film 1.000e+09 s/cm
barrier share by d/D alone = 96.77 %
steady flux, formula = 9.97009e+06 cm^-2 s^-1
steady flux, hopping chain = 9.97029e+06 cm^-2 s^-1
flux with layers exchanged, chain = 9.97029e+06 cm^-2 s^-1
flux if concentration were continuous = 3.226e+09 cm^-2 s^-1
false flux / true flux = 323.5
interface activity = 0.99701
interface mu - mu_Cu = -0.174 meV
interface c: barrier 9.9701e+19 cm^-3
interface c: film 9.9701e+15 cm^-3
barrier S for equal resistances = 3.00e+17 cm^-3
low-solubility barrier: S = 1.0e+14 cm^-3, same D
its R1 = 3.000e-04 cm2 s
its flux = 3.3322e+03 cm^-2 s^-1
flux reduction factor = 2992
its time lag = 6500 s
time lag of example = 6168 s = 1.71 h
barrier sites 0.2 eV deeper: flux ratio 1.0000
same change: time-lag ratio = 23.18
flux after 3600 s / steady flux = 0.269
copper passed in 3600 s = 2.503e+09 cm^-2
steady flux times 3600 s = 3.589e+10 cm^-2
barrier site density = 5.0e+22 cm^-3
barrier site filling = 0.200 %
flux change by site exclusion = -1.2e-03 %
flux gain if barrier is removed = 0.300 %
interface hop of 0.3 nm: 0.30 % of R2
extra interface energy for 10 % of R2 = 0.203 eV
film relative permittivity = 2.7
ion space-charge parameter = 11.56 (no unit)
ions, 0.0 V (0.00 MV/cm): flux / neutral flux
  no space charge 1.000, with space charge 0.723
ions, 0.3 V (0.03 MV/cm): flux / neutral flux
  no space charge 5.138, with space charge 3.354
ions, 5.0 V (0.50 MV/cm): flux / neutral flux
  no space charge 68.704, with space charge 65.912
barrier energies: diffusion 2.0, solution 0.3 eV
film energies: diffusion 1.2, solution 0.8 eV
at 378 K: steady flux = 1.75e-05 cm^-2 s^-1
at 378 K: barrier share = 14.5 %
at 378 K: time lag = 6.3e+07 years
all tests passed
```
